Why Uniform Stress Can Change the Growth Rate of Oxide Scales

Q: My oxide scale is under the same in-plane stress at every depth. Stress drives defects through its gradient, and here the gradient is zero. How could the growth rate depend on the stress?

A: The gradient argument concerns one term in the flux. The flux also depends on how many carriers there are and how fast they jump, and uniform stress can alter both.

Take a planar oxide MO on its metal M, growing by outward diffusion of cations through vacancies. A vacancy has charge −n and is balanced by n holes, which move much faster. The defects are dilute, the scale is locally neutral, and both faces are in local equilibrium. The stress σ is equal in the two in-plane directions, tension positive, with no traction normal to the scale. The algebra is in atomic units, so the elementary charge is 1; kT is an energy and σ an energy per volume.

Q: What does stress do to a single defect?

A: Pull on a crystal of length L with a fixed load F. Its enthalpy is the stationary value of

H(F) = E − F L

over the atomic positions and the cell size. Because H is stationary in these, their response to a small change of F contributes nothing to first order. Only the explicit F counts:

dH/dF = −L.

Subtract the same relation for a crystal without the defect. If the defect lengthens the crystal by ΔL, its enthalpy changes by −F ΔL. With cross-section S, F = σS, and SΔL is the relaxation volume along the load. Adding both in-plane directions gives −σA, where A is the in-plane trace of the relaxation-volume tensor. At finite temperature the same argument holds for the free energy. Stress also changes ΔL itself, but that enters at order σ².

This was tested on a relaxed two-dimensional crystal of two ion species with pair forces. In model units, a vacancy lengthened it by 0.01127, and the slope of the vacancy enthalpy, taken between loads of −0.2 and +0.2, was −0.01127. The same relation applies at a saddle point, because H is stationary there too.

Q: A vacancy at the gas face forms when oxygen adds new lattice. Doesn't the stress work on that whole added volume?

A: Not to first order. The new lattice thickens the scale in the direction where the traction is zero. In the plane it takes up the strained spacing of the oxide beneath, so it does not lengthen the scale. It costs only its stored elastic energy. With Young's modulus Y and Poisson's ratio ν, the in-plane strain is ε = σ(1 − ν)/Y, and two directions each store σε/2:

w = σ²(1 − ν)/Y per unit volume.

This is second order in σ. A normal traction σₙ would restore a linear term, −σₙΩ per added MO of volume Ω, and the result below would then need changing.

Q: So what sets the vacancy concentration at each face?

A: Let μ be the free energy for taking a neutral atom M out of the oxide, leaving one vacancy and n holes. At the gas face, an oxygen atom of chemical potential μ_O builds one MO unit, of free energy g + Ωw, whose cation is missing:

μ_O = g + Ωw + μ(gas), so μ(gas) = μ_O − g − Ωw.

At the metal face, a metal atom fills a vacancy at equilibrium:

μ_M + μ(metal) = 0, so μ(metal) = −μ_M.

The metal's own stored energy is also second order. To first order, therefore, stress changes neither μ(gas) nor μ(metal), and the driving force μ(gas) − μ(metal) stays the same.

Now relate μ to the vacancy site fraction c. Neutrality makes the hole fraction nc. Ideal mixing of one vacancy and n holes gives

μ = G − σA_r + kT ln c + n kT ln(nc)
  = G − σA_r + (1 + n)kT ln c + n kT ln n.

Here G is the stress-free defect free energy without mixing entropy, and A_r is the in-plane trace for the vacancy and its n holes together. Solving at fixed μ,

c(σ) = c(0) exp{σA_r/[(1 + n)kT]}.

The divisor 1 + n appears because each extra vacancy brings n extra holes, whose mixing entropy also resists the change. With ideal mixing and no charged impurities, both faces acquire the same factor. The ratio of their concentrations is unchanged, but the difference, which feeds diffusion, is multiplied by that factor.

The same equation gives the oxygen dependence. Since μ_O contains ½kT ln p for oxygen pressure p, c varies as p^{1/[2(1 + n)]}.

Q: And the migration barrier?

A: Apply the work relation to the saddle point. Let A_m be the in-plane trace of the saddle relaxation volume minus that of the vacancy before the jump. With stress-free barrier E_m and attempt rate ν₀,

Γ = ν₀ exp[−(E_m − σA_m)/kT].

On the face-centred cubic cation lattice, with cube edge a and growth along [001], eight of the twelve nearest-neighbour jumps advance by ±a/2 along the growth direction z. Equal in-plane stresses affect all eight alike, so

D = ½ Σ Γz² = ½ × 8 × Γ × a²/4 = a²Γ,
D(σ) = D(0) exp(σA_m/kT).

Four jumps go forward and four back at the same rate, so ΣΓz = 0. Uniform stress changes the jump frequency without giving the jumps a preferred direction.

Q: Show me where the drift term went.

A: Let x run from metal to gas, a prime mean d/dx, and φ be the electric potential. Split A_r into a vacancy part and n hole parts, A_r = A_v + nA_h. Apart from constants, the electrochemical potentials are

η_v = kT ln c − σA_v − nφ,
η_h = kT ln(nc) − σA_h + φ.

Fast holes carry their flux with a negligible gradient of η_h. Setting η_h′ = 0 gives

φ′ = −kT c′/c + A_hσ′.

Insert this into η_v′:

η_v′ = kT c′/c − A_vσ′ + n kT c′/c − nA_hσ′
   = (1 + n)kT c′/c − A_rσ′.

The vacancy density is c/Ω, so the flux is

J = −(D/Ω)(c/kT)η_v′
 = −(D/Ω)[(1 + n)c′ − cA_rσ′/kT].

The last term is the stress drift, and it vanishes when σ′ = 0. The stress remains in D and in the boundary values of c.

For uniform stress and steady flux, c is linear across the thickness X. Each vacancy reaching the metal corresponds to one cation sent outward, and hence to one new MO of volume Ω:

dX/dt = Ω|J| = K/X,
K = (1 + n)D(c_gas − c_metal).

Integrating X dX = K dt from the initial thickness X₀ gives X² = X₀² + 2Kt. Multiplying the two stress factors,

K(σ)/K(0) = exp{σ[A_r/(1 + n) + A_m]/kT}.

The same chemical driving force acts across a scale of different conductance. If A_m = −A_r/(1 + n), the two effects cancel and this model predicts no change. If the bracket is positive, compression slows growth and tension speeds it; if negative, the reverse.

Q: Can you separate the effects numerically?

A: Yes. A plane-by-plane hopping calculation was run at 1300 K and −3 GPa, a deliberately large stress, with n = 2, A_r = 6 Å³ and A_m = 3 Å³. With the boundary concentrations and the barrier held at their stress-free values, the flux ratio was 1. Letting only the boundaries respond gave 0.716; letting only the barrier respond gave 0.606. Together they gave 0.434, the product. Separately, minimising the defect free energy with full site entropy gave a boundary factor of 0.71588, against 0.71585 from the dilute formula.

Q: What if the stress does vary through the scale?

A: Define b = A_r/[(1 + n)kT] and write c = u exp(bσ). Then

c′ = exp(bσ)(u′ + bσ′u).

The term (1 + n)bσ′c equals cA_rσ′/kT and cancels the drift term, leaving

|J| = (1 + n)[D(0)/Ω] exp(s) u′,
s = σ[A_r/(1 + n) + A_m]/kT.

The boundary values of u are the stress-free concentrations. Since J is constant in steady state, dividing by exp(s) and integrating gives

|J(σ)|/|J(0)| = 1/⟨exp(−s)⟩,

where the brackets average over thickness. The layers act as resistances in series. Uniform stress returns exp(s). For a given mean of s, the convexity of the exponential makes ⟨exp(−s)⟩ at least exp(−⟨s⟩), so a graded stress cannot give more flux than a uniform one. For a linear profile from zero to −6 GPa, with mean −3 GPa, the hopping calculation gave 0.387, as did the formula, against 0.434 for uniform stress.

Q: Put in numbers for nickel.

A: Take NiO at 1300 K, where kT = 0.1120 eV, with σ = −0.3 GPa = −0.00187 eV/Å³ and n = 2. I assume an isotropic reaction relaxation volume of 9 Å³, so A_r = (2/3) × 9 = 6 Å³. For a jump along [101], I assume saddle volumes of −1 Å³ along the jump, 5 Å³ along [−101], where the cation squeezes between two anions, and 1 Å³ along [010]. The first two axes each lie half in the plane:

A_m = (−1 + 5)/2 + 1 = 3 Å³.

The barrier rises from 1.5 eV by 0.00187 × 3 = 0.0056 eV. The factors are

boundaries: exp[−0.00187 × 6/(3 × 0.1120)] = 0.967,
barrier: exp(−0.0056/0.1120) = 0.951,
growth constant: 0.967 × 0.951 = 0.920.

For oxygen pressures of 160 Torr at the gas face and 10⁻⁷ Torr at the metal face, the concentration ratio is (10⁻⁷/160)^{1/6} = 0.029. I set c_gas = 1.00 × 10⁻⁴ without stress, so c_metal = 2.9 × 10⁻⁶. Stress lowers them to 0.97 × 10⁻⁴ and 2.8 × 10⁻⁶. With a = 4.2 Å and ν₀ = 10¹³ s⁻¹, D(0) = 2.7 × 10⁶ nm²/s and

K(0) = 3 × 2.7 × 10⁶ × (1.00 − 0.03) × 10⁻⁴ ≈ 790 nm²/s.

Under stress K is about 720 nm²/s. Growing 5000 nm from negligible thickness takes about 17,300 s instead of 15,900 s.

Q: How far should I trust that 8% reduction for a real nickel scale?

A: As an estimate of size, not a prediction. Outward nickel transport through vacancies and micrometre growth over hours suit hot nickel, but the defect parameters are rough and the relaxation volumes are assumed; a different sign could reverse the effect. The 8% is also specific to growth along [001]: with the same saddle volumes, the reduction would be about 12% for growth along [111]. Grain boundaries are the largest omission sized here. For 5000 nm grains, boundaries 1 nm wide and a rough thousandfold faster transport, they carry 2 × (1/5000) × 1000 = 0.4 of the stress-free lattice flux. If that part ignored stress, the total ratio would be (0.920 + 0.4)/1.4 = 0.94. The thousandfold figure is uncertain and probably low, since tracer measurements of nickel in NiO near this temperature point to a factor nearer ten thousand. At ten thousandfold, boundaries would carry four times the lattice flux, the total ratio would be 0.98, and the lattice model would no longer describe most of the growth. Creep may matter too: a rough diffusion-creep estimate gives a relaxation time of order 10⁵ s, several times the growth time. That time varies inversely with the oxygen diffusivity, which is poorly known. If creep is that fast or faster, holding σ constant requires continued stress generation. With singly charged vacancies and the same volumes, the ratio would be 0.905. Ideal mixing is itself strained here: at the gas face the Debye length is only 1.5 nm and the screening energy of a doubly charged vacancy is about 1.4 kT. A rough Debye–Hückel correction, with c_gas held at 10⁻⁴, makes the two face factors unequal, lowers c_metal to 1.6–1.9 × 10⁻⁶ and K(0) to 610–680 nm²/s, and moves the ratio to 0.910–0.915. The model also assumes a pure oxide, although c_metal is only about 3 ppm. A trivalent impurity pins the vacancy fraction and weakens the boundary effect: the ratio becomes 0.924 at 10 ppm and 0.940 at 100 ppm.

The other corrections sized are smaller: stored elastic energy changes K by −0.011%, and the altered jump length changes D by 0.18%. The Debye length at the metal face is about 9 nm. For a 5000 nm scale, the net charge implied there by the neutral solution is about 1% of the vacancy charge, so neutrality is reasonable. For a 500 nm scale the two are comparable, and the neutral profile fails near that face. The flux is less sensitive: solving Poisson's equation with both faces held neutral changes it by about 0.5% at 500 nm and 4% at 100 nm. The derivation also fails if an interface reaction limits growth, because the faces then leave local equilibrium. These estimates use rough inputs: Y = 200 GPa, ν = 0.3, a relative permittivity of 12 and, for creep, an oxygen diffusivity of 0.1 nm²/s.

Computed values

```
Model ionic crystal (model units)
vacancy extension at zero load: 0.011271
vacancy enthalpy slope with load: -0.011272
saddle extension at zero load: 0.077784
saddle enthalpy slope with load: -0.077786
linear cost of new lattice per MO: 5.4e-07
Tests at large stress
test stress: -3 GPa
boundary factor, minimised: 0.71588
boundary factor, formula: 0.71585
flux ratio, drift only: 1
flux ratio, boundaries only: 0.71585
flux ratio, barrier only: 0.60566
flux ratio, uniform stress: 0.43356
flux ratio, graded stress: 0.3872
graded stress, formula: 0.38692
Example: NiO on nickel, rough parameters
temperature: 1300 K
kT: 0.11203 eV
stress: -0.3 GPa
stress, converted: -0.0018725 eV/angstrom^3
lattice parameter: 4.2 angstrom
volume per NiO: 18.522 angstrom^3
migration barrier: 1.5 eV
attempt rate: 1e+13 1/s
oxygen pressure, gas face: 160 Torr
oxygen pressure, metal face: 1e-07 Torr
A_r: 6 angstrom^3
A_m: 3 angstrom^3
A_r/(1+n) + A_m: 5 angstrom^3
barrier change: 0.0056174 eV
vacancy fraction, gas, no stress: 0.0001
vacancy fraction, metal, no stress: 2.924e-06
vacancy fraction, gas, stressed: 9.6712e-05
vacancy fraction, metal, stressed: 2.8279e-06
vacancy diffusivity, no stress: 2.7e+06 nm^2/s
boundary factor: 0.96712
barrier factor: 0.95109
rate ratio K(stress)/K(0): 0.91982
K, no stress: 786.33 nm^2/s
K, stressed: 723.28 nm^2/s
final thickness: 5000 nm
growth time, no stress: 15897 s
growth time, stressed: 17282 s
Neglected effects, rough sizes
stored elastic energy per NiO: 3.64e-05 eV
its change of K: -0.011 %
hop-length change of D: 0.18 %
Debye length at metal face: 8.86 nm
grain-boundary/lattice flux: 0.4
diffusion-creep relaxation time: 6.1e+04 s
rate ratio if n = 1, same A_r: 0.90458
```
